# Checking Coupled-Cluster Codes with Explicit Fermion Matrices: test program

```python
"""Brute-force coupled cluster in the complete Fock space.

Result under test: with H_bar = exp(-T) H exp(T), the equations
    E = <Phi|H_bar|Phi>,   R_mu = <Phi_mu|H_bar|Phi> = 0
can be solved with plain matrices and reproduce an independent CC code.
Phi is the reference determinant, T = sum_mu t_mu tau_mu, tau_mu is an
excitation operator, and Phi_mu = tau_mu Phi. Energies are in hartree (Eh).
Spin orbitals are numbered from 0; even labels are alpha, odd are beta.
"""
from functools import reduce
from itertools import combinations
from math import factorial

import numpy as np
from scipy.linalg import expm
from pyscf import gto, scf, cc, fci, mp


def jordan_wigner(n_orbitals):
    """Annihilation matrices in the occupation basis (empty, filled)."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    unit = np.eye(2)
    return [reduce(np.kron, [parity] * p + [lower]
                   + [unit] * (n_orbitals - p - 1))
            for p in range(n_orbitals)]


def run_rhf(coordinates, charge):
    mol = gto.M(atom=[["H", tuple(xyz)] for xyz in coordinates],
                unit="Bohr", basis="sto-3g", charge=charge, spin=0, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    return mf


def spin_orbital_integrals(mf):
    """One-electron and antisymmetrized two-electron integrals."""
    c = mf.mo_coeff
    h = c.T @ mf.get_hcore() @ c
    eri = np.einsum("uvwx,up,vq,wr,xs->pqrs", mf.mol.intor("int2e"),
                    c, c, c, c, optimize=True)
    n = 2 * c.shape[1]
    spatial, spin = np.arange(n) // 2, np.arange(n) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    chemist = eri[np.ix_(spatial, spatial, spatial, spatial)]
    chemist = chemist * same[:, :, None, None] * same[None, None, :, :]
    physicist = chemist.transpose(0, 2, 1, 3)
    return np.kron(h, np.eye(2)), physicist - physicist.transpose(0, 1, 3, 2)


def nested_commutators(h, t, highest):
    terms = [h]
    for _ in range(highest):
        terms.append(terms[-1] @ t - t @ terms[-1])
    return terms


class BruteForceCC:
    def __init__(self, mf):
        h, g = spin_orbital_integrals(mf)
        self.n = len(h)
        self.nocc = mf.mol.nelectron
        self.a = jordan_wigner(self.n)
        self.dim = 2 ** self.n
        self.H = mf.mol.energy_nuc() * np.eye(self.dim)
        for p in range(self.n):
            self.H += self.a[p].T @ sum(h[p, q] * self.a[q]
                                        for q in range(self.n))
        pairs = list(combinations(range(self.n), 2))
        remove = {(r, s): self.a[s] @ self.a[r] for r, s in pairs}
        for p, q in pairs:
            self.H += remove[p, q].T @ sum(g[p, q, r, s] * remove[r, s]
                                           for r, s in pairs)
        self.phi = np.zeros(self.dim)
        self.phi[0] = 1.0
        for i in reversed(range(self.nocc)):
            self.phi = self.a[i].T @ self.phi
        number = sum(np.diag(op.T @ op) for op in self.a)
        self.sector = np.flatnonzero(np.isclose(number, self.nocc))

    def manifold(self, max_rank):
        """Labels, excitation matrices, and excited determinants (columns)."""
        labels, taus = [], []
        for rank in range(1, max_rank + 1):
            for occ in combinations(range(self.nocc), rank):
                for vir in combinations(range(self.nocc, self.n), rank):
                    factors = [self.a[v].T for v in vir]
                    factors += [self.a[i] for i in reversed(occ)]
                    labels.append((occ, vir))
                    taus.append(reduce(np.matmul, factors))
        taus = np.array(taus)
        return labels, taus, (taus @ self.phi).T

    def transform(self, t_matrix):
        return expm(-t_matrix) @ self.H @ expm(t_matrix)

    def jacobian(self, hbar, taus, excited):
        column = hbar @ self.phi
        return excited.T @ (hbar @ excited) - excited.T @ (taus @ column).T

    def solve(self, space, drop_quartic=False):
        """Newton iteration; optionally omit the fourth commutator (a bug)."""
        labels, taus, excited = space
        t = np.zeros(len(labels))
        history = []
        for _ in range(30):
            t_matrix = np.tensordot(t, taus, axes=1)
            hbar = self.transform(t_matrix)
            residual = excited.T @ (hbar @ self.phi)
            if drop_quartic:
                fourth = nested_commutators(self.H, t_matrix, 4)[4] / 24
                residual = residual - excited.T @ (fourth @ self.phi)
            history.append(np.max(np.abs(residual)))
            if history[-1] < 1e-11:
                break
            t = t - np.linalg.solve(self.jacobian(hbar, taus, excited),
                                    residual)
        assert history[-1] < 1e-11
        return self.phi @ hbar @ self.phi, t, t_matrix, hbar, history


def amplitude_arrays(t, labels, nocc, nvir):
    """Unique singles and doubles amplitudes to antisymmetric arrays."""
    t1, t2 = np.zeros((nocc, nvir)), np.zeros((nocc, nocc, nvir, nvir))
    for value, (occ, vir) in zip(t, labels):
        v = [x - nocc for x in vir]
        if len(occ) == 1:
            t1[occ[0], v[0]] = value
        else:
            i, j = occ
            t2[i, j, v[0], v[1]] = t2[j, i, v[1], v[0]] = value
            t2[j, i, v[0], v[1]] = t2[i, j, v[1], v[0]] = -value
    return t1, t2


def amplitude_vector(t1, t2, labels, nocc):
    return np.array([t1[o[0], v[0] - nocc] if len(o) == 1
                     else t2[o[0], o[1], v[0] - nocc, v[1] - nocc]
                     for o, v in labels])


# Two-determinant illustration: matrix transformation against eigenvalue.
K, G = 0.2, 1.0
toy_h = np.array([[0.0, K], [K, G]])
toy_t = (G - np.sqrt(G * G + 4 * K * K)) / (2 * K)
toy_T = np.array([[0.0, 0.0], [toy_t, 0.0]])
toy_hbar = expm(-toy_T) @ toy_h @ expm(toy_T)
toy_exact = np.linalg.eigvalsh(toy_h)[0]
assert abs(toy_hbar[1, 0]) < 1e-13
assert abs(toy_hbar[0, 0] - toy_exact) < 1e-13
trial = 0.3
trial_T = np.array([[0.0, 0.0], [trial, 0.0]])
trial_hbar = expm(-trial_T) @ toy_h @ expm(trial_T)
assert abs(trial_hbar[1, 0] - (K + G * trial - K * trial**2)) < 1e-13
print(f"Two-state model: K = {K:.1f} Eh, G = {G:.1f} Eh")
print(f"Two-state amplitude t = {toy_t:.6f} (no unit)")
print(f"Two-state CC energy = {toy_hbar[0, 0]:.6f} Eh")
print(f"Two-state lower eigenvalue = {toy_exact:.6f} Eh")

# Eight spin orbitals: linear H4.
spacing = 2.0
mf = run_rhf([(0, 0, spacing * k) for k in range(4)], 0)
ref = BruteForceCC(mf)
nocc, nvir = ref.nocc, ref.n - ref.nocc
identity = np.eye(ref.dim)
for p in range(ref.n):
    for q in range(ref.n):
        ap, aq = ref.a[p], ref.a[q]
        assert np.allclose(ap @ aq.T + aq.T @ ap, (p == q) * identity)
        assert np.allclose(ap @ aq + aq @ ap, 0)
e_hf = ref.phi @ ref.H @ ref.phi
assert abs(e_hf - mf.e_tot) < 1e-9
exact_levels = np.linalg.eigvalsh(ref.H[np.ix_(ref.sector, ref.sector)])
e_fci = fci.FCI(mf).kernel()[0]
assert abs(exact_levels[0] - e_fci) < 1e-8

spaces = {rank: ref.manifold(rank) for rank in (2, 3, 4)}
solutions = {rank: ref.solve(spaces[rank]) for rank in (2, 3, 4)}
labels, taus, excited = spaces[2]
e_ccsd, t_ccsd, T_ccsd, hbar_ccsd, history = solutions[2]
assert abs(solutions[4][0] - e_fci) < 1e-8

# A similarity transformation keeps the spectrum, even for truncated T.
hbar_block = hbar_ccsd[np.ix_(ref.sector, ref.sector)]
levels = np.linalg.eigvals(hbar_block)
assert np.max(np.abs(levels.imag)) < 1e-7
spectrum_error = np.max(np.abs(np.sort(levels.real) - exact_levels))
assert spectrum_error < 1e-7
asymmetry = np.max(np.abs(hbar_block - hbar_block.T))
assert asymmetry > 1e-3

# First-order amplitudes must give the MP2 energy.
eps = np.repeat(mf.mo_energy, 2)
gaps = np.array([eps[list(v)].sum() - eps[list(o)].sum() for o, v in labels])
t_first = -(excited.T @ ref.H @ ref.phi) / gaps
T_first = np.tensordot(t_first, taus, axes=1)
e_mp2 = ref.phi @ ref.transform(T_first) @ ref.phi
assert abs(e_mp2 - mf.e_tot - mp.MP2(mf).kernel()[0]) < 1e-8

# Independent spin-orbital CCSD code, using exactly the same orbitals.
nao = mf.mol.nao
c_spin = np.zeros((2 * nao, ref.n))
c_spin[:nao, 0::2] = mf.mo_coeff
c_spin[nao:, 1::2] = mf.mo_coeff
gmf = scf.GHF(mf.mol)
gmf.chkfile = None
gmf.mo_coeff, gmf.mo_energy = c_spin, eps
gmf.mo_occ = (np.arange(ref.n) < nocc).astype(float)
gmf.e_tot, gmf.converged = mf.e_tot, True
gmf._eri = mf.mol.intor("int2e", aosym="s8")
other = cc.GCCSD(gmf)
other.incore_complete = True
other.conv_tol, other.conv_tol_normt, other.max_cycle = 1e-12, 1e-9, 200
eris = other.ao2mo()
other.kernel(eris=eris)
assert other.converged
energy_difference = abs(e_ccsd - mf.e_tot - other.e_corr)
t_other = amplitude_vector(other.t1, other.t2, labels, nocc)
amplitude_difference = np.max(np.abs(t_ccsd - t_other))
assert energy_difference < 1e-8
assert amplitude_difference < 1e-7

# Residual comparison far away from the solution, at random amplitudes.
rng = np.random.default_rng(7)
t_random = rng.uniform(-0.5, 0.5, len(labels))
T_random = np.tensordot(t_random, taus, axes=1)
hbar_random = ref.transform(T_random)
residual_random = excited.T @ hbar_random @ ref.phi
r1, r2 = amplitude_arrays(t_random, labels, nocc, nvir)
new1, new2 = other.update_amps(r1, r2, eris)
fock_diagonal = np.diag(eris.fock).real
denominators = np.array([fock_diagonal[list(o)].sum()
                         - fock_diagonal[list(v)].sum() for o, v in labels])
residual_other = denominators * (
    amplitude_vector(new1, new2, labels, nocc) - t_random)
random_difference = np.max(np.abs(residual_random - residual_other))
assert random_difference < 1e-9
assert abs(ref.phi @ hbar_random @ ref.phi - mf.e_tot
           - other.energy(r1, r2, eris)) < 1e-8

# Finite exponential and finite commutator expansion.
powers = [identity]
for _ in range(nocc + 1):
    powers.append(powers[-1] @ T_random)
assert np.max(np.abs(powers[-1])) < 1e-11
finite_exp = sum(powers[k] / factorial(k) for k in range(nocc + 1))
assert np.allclose(finite_exp, expm(T_random), atol=1e-10)
commutators = nested_commutators(ref.H, T_random, 5)
fourth_size, fifth_size = [np.max(np.abs(commutators[k])) for k in (4, 5)]
assert fourth_size > 1e-3 and fifth_size < 1e-10
finite_hbar = sum(commutators[k] / factorial(k) for k in range(5))
assert np.allclose(finite_hbar, hbar_random, atol=1e-9)

# Exact Newton matrix against a central difference in a random direction.
direction = rng.uniform(-1, 1, len(labels))
step = 1e-4
shifted = []
for sign in (1, -1):
    T_shift = np.tensordot(t_random + sign * step * direction, taus, axes=1)
    shifted.append(excited.T @ ref.transform(T_shift) @ ref.phi)
numerical = (shifted[0] - shifted[1]) / (2 * step)
analytic = ref.jacobian(hbar_random, taus, excited) @ direction
# Central differences have an error proportional to step squared.
assert np.max(np.abs(numerical - analytic)) < 1e-5

# A missing quartic term: almost hidden at convergence, plain at random t.
quartic_random = np.max(np.abs(excited.T @ commutators[4] @ ref.phi)) / 24
fourth_converged = nested_commutators(ref.H, T_ccsd, 4)[4]
quartic_converged = np.max(np.abs(excited.T @ fourth_converged @ ref.phi)) / 24
singles = np.array([len(o) == 1 for o, v in labels])
T_singles = np.tensordot(t_random * singles, taus, axes=1)
only_singles = nested_commutators(ref.H, T_singles, 4)[4]
assert np.allclose(excited.T @ only_singles @ ref.phi,
                   excited.T @ commutators[4] @ ref.phi, atol=1e-10)
e_faulty = ref.solve(spaces[2], drop_quartic=True)[0]
assert abs(e_faulty - e_ccsd) < 1e-6
assert quartic_random > 1e-3
assert quartic_random > 1000 * quartic_converged

# What the truncated solution leaves over, and its expectation energy.
all_labels, _, all_excited = spaces[4]
leftover = np.abs(all_excited.T @ hbar_ccsd @ ref.phi)
ranks = np.array([len(o) for o, v in all_labels])
assert np.max(leftover[ranks <= 2]) < 1e-10
psi = expm(T_ccsd) @ ref.phi
e_expectation = psi @ ref.H @ psi / (psi @ psi)
assert e_expectation >= e_fci - 1e-9

# Six spin orbitals and two electrons: CCSD must be full CI.
side = 1.65
mf3 = run_rhf([(0, 0, 0), (side, 0, 0),
               (side / 2, side * np.sqrt(3) / 2, 0)], 1)
ref3 = BruteForceCC(mf3)
e3_ccsd = ref3.solve(ref3.manifold(2))[0]
e3_fci = fci.FCI(mf3).kernel()[0]
assert abs(e3_ccsd - e3_fci) < 1e-8

print(f"H4 spacing = {spacing:.1f} bohr; basis STO-3G")
print(f"H4 spin orbitals = {ref.n}, electrons = {nocc}")
print(f"Fock-space dimension = {ref.dim}; N-electron = {len(ref.sector)}")
print("Determinants of rank 1, 2, 3, 4 =",
      *[int(np.sum(ranks == k)) for k in range(1, 5)])
print("RHF orbital energies (Eh) =", *[f"{x:.6f}" for x in mf.mo_energy])
print(f"H4 nuclear repulsion = {mf.mol.energy_nuc():.8f} Eh")
print(f"H4 RHF energy = {e_hf:.8f} Eh")
print(f"H4 MP2 energy = {e_mp2:.8f} Eh")
for rank, name in ((2, "CCSD"), (3, "CCSDT"), (4, "CCSDTQ")):
    energy = solutions[rank][0]
    print(f"H4 {name} energy = {energy:.8f} Eh; "
          f"minus full CI = {energy - e_fci:.2e} Eh")
print(f"H4 full-CI energy = {e_fci:.8f} Eh")
print(f"H4 CCSD expectation energy = {e_expectation:.8f} Eh")
for iteration, size in enumerate(history):
    print(f"CCSD Newton step {iteration}: max residual = {size:.2e} Eh")
for rank in (1, 2):
    chosen = [k for k, (o, v) in enumerate(labels) if len(o) == rank]
    best = max(chosen, key=lambda k: abs(t_ccsd[k]))
    print(f"Largest rank-{rank} amplitude: {labels[best][0]} -> "
          f"{labels[best][1]}, t = {t_ccsd[best]:.6f}")
for rank in (3, 4):
    print(f"CCSD leftover rank-{rank} projection, max = "
          f"{np.max(leftover[ranks == rank]):.2e} Eh")
print(f"CCSD H_bar asymmetry, max = {asymmetry:.4f} Eh")
print(f"H_bar spectrum error, max = {spectrum_error:.1e} Eh")
print(f"Other code: converged energy difference = {energy_difference:.1e} Eh")
print(f"Other code: max amplitude difference = {amplitude_difference:.1e}")
print("Random amplitudes drawn between -0.5 and 0.5")
print(f"Random t: max residual = {np.max(np.abs(residual_random)):.4f} Eh")
print(f"Random t: residual difference = {random_difference:.1e} Eh")
print(f"Random t: fourth commutator, max = {fourth_size:.4f} Eh")
print(f"Random t: fifth commutator, max = {fifth_size:.1e} Eh")
print(f"Quartic residual term at CCSD solution = {quartic_converged:.2e} Eh")
print(f"Quartic residual term at random t = {quartic_random:.4f} Eh")
print(f"Energy error without quartic term = {abs(e_faulty-e_ccsd):.1e} Eh")
print(f"H3+ side = {side:.2f} bohr; spin orbitals = {ref3.n}")
print(f"H3+ RHF energy = {mf3.e_tot:.8f} Eh")
print(f"H3+ CCSD energy = {e3_ccsd:.8f} Eh")
print(f"H3+ full-CI energy = {e3_fci:.8f} Eh")
print("every check passed")
```

Printed output:

```
Two-state model: K = 0.2 Eh, G = 1.0 Eh
Two-state amplitude t = -0.192582 (no unit)
Two-state CC energy = -0.038516 Eh
Two-state lower eigenvalue = -0.038516 Eh
H4 spacing = 2.0 bohr; basis STO-3G
H4 spin orbitals = 8, electrons = 4
Fock-space dimension = 256; N-electron = 70
Determinants of rank 1, 2, 3, 4 = 16 36 16 1
RHF orbital energies (Eh) = -0.594534 -0.372061 0.268058 0.775464
H4 nuclear repulsion = 2.16666667 Eh
H4 RHF energy = -2.07524283 Eh
H4 MP2 energy = -2.12022246 Eh
H4 CCSD energy = -2.15100365 Eh; minus full CI = 3.49e-06 Eh
H4 CCSDT energy = -2.15111984 Eh; minus full CI = -1.13e-04 Eh
H4 CCSDTQ energy = -2.15100714 Eh; minus full CI = 2.66e-15 Eh
H4 full-CI energy = -2.15100714 Eh
H4 CCSD expectation energy = -2.15088125 Eh
CCSD Newton step 0: max residual = 1.37e-01 Eh
CCSD Newton step 1: max residual = 1.59e-02 Eh
CCSD Newton step 2: max residual = 9.85e-05 Eh
CCSD Newton step 3: max residual = 4.34e-09 Eh
CCSD Newton step 4: max residual = 5.55e-17 Eh
Largest rank-1 amplitude: (0,) -> (4,), t = -0.005890
Largest rank-2 amplitude: (2, 3) -> (4, 5), t = -0.212626
CCSD leftover rank-3 projection, max = 9.69e-03 Eh
CCSD leftover rank-4 projection, max = 5.04e-03 Eh
CCSD H_bar asymmetry, max = 0.1449 Eh
H_bar spectrum error, max = 6.9e-15 Eh
Other code: converged energy difference = 7.0e-12 Eh
Other code: max amplitude difference = 8.0e-11
Random amplitudes drawn between -0.5 and 0.5
Random t: max residual = 0.8371 Eh
Random t: residual difference = 5.0e-16 Eh
Random t: fourth commutator, max = 0.6766 Eh
Random t: fifth commutator, max = 5.6e-17 Eh
Quartic residual term at CCSD solution = 1.30e-10 Eh
Quartic residual term at random t = 0.0091 Eh
Energy error without quartic term = 5.2e-11 Eh
H3+ side = 1.65 bohr; spin orbitals = 6
H3+ RHF energy = -1.23754770 Eh
H3+ CCSD energy = -1.26204061 Eh
H3+ full-CI energy = -1.26204061 Eh
every check passed
```
